Entropic repulsion of noncrossing surface steps, derived in two ways

**Definitions and conventions**

A vicinal surface carries N steps that run, on average, along y. Step i is at x_i(y), and the order x₁ < x₂ < … < x_N is kept at every y. The mean spacing is ℓ, and the steps occupy a width W = Nℓ with periodic ends in x, so that they lie on a ring. The sample has length L along y. "Per step length" means per unit length along y, for one step.

Let β(θ) be the free energy per length of an isolated step turned by a small angle θ from the y axis. An element that advances by dy has length dy/cosθ, so its free energy per dy is

β(θ)/cosθ = β + β′θ + ½(β + β″)θ² + …,

with all coefficients taken at θ = 0. The term ½βθ² comes from 1/cosθ, the term ½β″θ² from the change of β with orientation. I take y to be a symmetry direction, so that β′ = 0. The combination

β̃ = β + β″

is the stiffness. To this order θ equals the slope dx/dy. The constant β is the free energy of an isolated step whose mean direction is y, the entropy of its own kinks included, and is removed from now on. The statistical weight of a path is then

exp[ −(β̃/2kT) ∫ (dx/dy)² dy ].

Over a length y a free step therefore has a Gaussian distribution of displacements. With the normalization that makes its free energy zero,

G(x,x′;y) = (2πDy)^(−1/2) exp[ −(x−x′)²/(2Dy) ],  D = kT/β̃.

D is a length: the mean square displacement of a free step is Dy. Stiff steps wander little.

The quantity sought is f, the free energy per step length that noncrossing adds to that of isolated steps. Both derivations lead to

f = (πkT)²/(6β̃ℓ²).

The assumptions are thermal equilibrium, small slopes, no interaction except the ban on crossing, and a spacing much larger than the microscopic kink size. The limit L → ∞ is taken first, then N → ∞ at fixed ℓ.

The power of ℓ can be understood beforehand. A free step wanders by one spacing over the length y_c = ℓ²/D. About once in each such length it meets a neighbour and loses some of its freedom, at a cost of order kT. This gives f ~ kT/y_c = (kT)²/(β̃ℓ²). The derivations supply the factor π²/6.

**From paths to an eigenvalue**

The Gaussian G satisfies ∂G/∂y = (D/2)∂²G/∂x². The weight of N steps thus evolves along y with the operator exp(−yH), where

H = −(D/2) Σ_i ∂²/∂x_i².

H acts on functions of the ordered positions. Noncrossing enters as a boundary condition: the function vanishes wherever two neighbours touch, because paths that reach contact are removed. For large L the partition function is dominated by the lowest eigenvalue E₀, so Z ~ exp(−E₀L). From F = −kT ln Z,

f = kT E₀/N.

A single free step on the ring has a constant lowest eigenfunction with eigenvalue zero, so f is measured from isolated steps, as intended. H has the form of a quantum Hamiltonian with y as imaginary time, but the system is classical: its fluctuations are thermal.

**First derivation: free fermions**

Consider first steps on an infinite line, starting at ordered points x_i and ending at ordered points x′_j. Form the determinant

det G(x_i,x′_j;y) = Σ_P sgn(P) Π_i G(x_i,x′_P(i);y).

Each term sums over N free paths, crossings included, whose ends are permuted by P. Take any set of paths in which two of them meet. At the first meeting, exchange the parts of the two paths beyond that point. The total weight is unchanged, because it is a sum of local contributions and all steps have the same stiffness. The permutation has gained one exchange, so the sign is reversed. Repeating the operation restores the original set. Sets with a meeting therefore cancel in pairs; simultaneous first meetings and triple meetings have zero weight for continuous paths. The surviving sets have no meeting, and their ends are in the original order, with sign +1. Hence the determinant is the propagator of noncrossing steps.

This is also the propagator of free fermions, restricted to ordered positions. In terms of eigenfunctions, a function ψ that vanishes at contact is continued to other orderings by changing sign at each exchange. Odd reflection keeps both the value and the slope continuous across the contact plane, so the continued function obeys the free equation everywhere.

The ring needs one more condition. The lists (x₁,x₂,…,x_N) and (x₂,…,x_N,x₁+W) describe the same set of steps, so ψ has the same value for both. Moving the last entry of the second list to the front takes N−1 exchanges, which gives

ψ(x₁+W,x₂,…,x_N) = (−1)^(N−1) ψ(x₁,x₂,…,x_N).

Antisymmetric products of plane waves exp(ikx) must then satisfy exp(ikW) = (−1)^(N−1), so that

k = 2πn/W, with n integer for odd N and half-odd for even N.

The eigenvalue is (D/2)Σk². Antisymmetry demands N different momenta, and the lowest eigenvalue uses those closest to zero. For either parity these are

n_j = j − (N+1)/2,  j = 1,…,N.

The sum of their squares is

Σn_j² = Σj² − (N+1)Σj + N(N+1)²/4
 = N(N+1)(2N+1)/6 − N(N+1)²/2 + N(N+1)²/4
 = N(N+1)[2(2N+1) − 3(N+1)]/12
 = N(N²−1)/12.

Therefore

E₀ = (D/2)(2π/W)² N(N²−1)/12 = π²D N(N²−1)/(6W²).

Dividing by N, multiplying by kT and inserting W = Nℓ and D = kT/β̃ gives

f_N = [(πkT)²/(6β̃ℓ²)] (1 − 1/N²).

The limit N → ∞ is the stated result. In that limit the momenta fill the interval from −π/ℓ to π/ℓ evenly. The mean of k² is π²/(3ℓ²), and (kT·D/2) times this mean is f again.

The fermion picture also gives the excitations. The cheapest one moves a momentum from the edge of the filled set, |n| = (N−1)/2, to the nearest empty place, |n| = (N+1)/2. The squares differ by N, so

E₁ − E₀ = (D/2)(2π/W)² N = 2π²D/(Nℓ²).

The lowest state dominates when L is much larger than Nℓ²/(2π²D). This length grows with N. Taking L → ∞ first keeps the lowest state dominant at every N.

**Second derivation: a positive solution**

The eigenvalue can be found without extending the function beyond the ordered region and without filling momenta. Set c = π/W and try

Ψ = Π_(i<j) sin[c(x_j − x_i)].

For ordered steps on the ring every difference lies between 0 and W, so each sine is positive. Ψ vanishes when two neighbours touch, including steps N and 1 across the end of the ring. It is also single-valued: when x₁ is replaced by x₁+W and becomes the last position, its factors turn into sin[π − c(x_j−x₁)] = sin[c(x_j−x₁)], which is what they were. This holds for even and odd N alike.

It remains to show that Ψ is an eigenfunction. Write C_ij = cot[c(x_i−x_j)], so that C_ji = −C_ij. The logarithmic derivative is

A_i = (∂Ψ/∂x_i)/Ψ = c Σ_(j≠i) C_ij.

The second derivative follows from (∂²Ψ/∂x_i²)/Ψ = ∂A_i/∂x_i + A_i². Since the derivative of cot u is −(1+cot²u),

∂A_i/∂x_i = −c² Σ_(j≠i) (1 + C_ij²),
A_i² = c² Σ_(j≠i) C_ij² + c² Σ_(j≠k) C_ij C_ik,

where j and k in the last sum both differ from i. The squares cancel when the two lines are added. Summing over i leaves

Σ_i (∂²Ψ/∂x_i²)/Ψ = c²[ −N(N−1) + S ],  S = Σ_i Σ_(j≠k) C_ij C_ik.

S is a sum over triples of different steps. A triple (1,2,3) contributes

2[ C₁₂C₁₃ + C₂₁C₂₃ + C₃₁C₃₂ ].

Let u = c(x₁−x₂), v = c(x₂−x₃) and w = c(x₃−x₁), so that u+v+w = 0. The bracket equals −[cot u cot w + cot u cot v + cot v cot w]. The addition formula

cot(u+v) = (cot u cot v − 1)/(cot u + cot v)

with w = −(u+v) gives cot w (cot u + cot v) = 1 − cot u cot v. The three products therefore add up to 1, and each triple contributes −2, wherever its steps are. There are N(N−1)(N−2)/6 triples, so S = −N(N−1)(N−2)/3 and

Σ_i (∂²Ψ/∂x_i²)/Ψ = −c² N(N−1)[1 + (N−2)/3] = −c² N(N²−1)/3.

The right side is a constant, so Ψ is an eigenfunction of H with

E = (D/2)(π²/W²) N(N²−1)/3 = π²D N(N²−1)/(6W²).

Is this the lowest eigenvalue? The lowest eigenfunction Φ can be chosen non-negative, because replacing Φ by |Φ| does not raise the mean value of H. If Ψ belonged to a different eigenvalue, it would be orthogonal to Φ. But Ψ is positive throughout the ordered region, so the integral of ΨΦ is positive. Hence E = E₀, and f = kT E₀/N gives the same f_N, with the same limit for many steps.

This derivation also says something about terrace widths. Far from both ends of a long sample, the probability of a configuration is proportional to Ψ²: one factor Ψ comes from the part of the sample below the chosen y and one from the part above. When two neighbours are a small distance s apart, Ψ is proportional to s. The probability density of narrow terraces thus falls as s². The repulsion and this depletion have the same origin, the loss of paths that would have crossed.

**What each derivation assumes**

As written, both use a common quadratic weight for all steps, a hard contact condition and a long sample. They differ in what they do with these. The first turns the contact condition into antisymmetry. It then needs care with the parity of N on the ring, and it yields every eigenvalue, including the gap. The second stays in the ordered region and needs no parity rule. It relies on a trial function whose triple terms happen to add up to a constant, and on positivity to identify the lowest state. It gives the ground state explicitly but says nothing about the gap.

The exchange of path tails does not depend on the continuum. This allows the shared continuum assumption to be examined in a model with discrete kinks. Let a step hop by +a or −a, with weight t per unit length for each direction, and let no two steps occupy the same site. One hop happens at a time, so steps cannot exchange places without first sharing a site, and the cancellation works as before. A plane wave now has eigenvalue −2t cos(ka). For small k this is −2t + ta²k², and comparison with (D/2)k² gives

D = 2ta²,  β̃ = kT/(2ta²).

On a ring of M sites the allowed n are unchanged, and E₀ = −2t Σcos(2πn/M). To do the sum, use

2 sin(π/M) cos(2πn/M) = sin[(2n+1)π/M] − sin[(2n−1)π/M].

Neighbouring terms cancel and the two ends leave 2 sin(πN/M), so

E₀ = −2t sin(πN/M)/sin(π/M).

An isolated step has −2t. Subtracting this for each step and letting N → ∞ at N/M = a/ℓ, where N sin(π/M) → πa/ℓ, gives

f = 2t kT [ 1 − sin(πa/ℓ)/(πa/ℓ) ].

With sin z/z = 1 − z²/6 + z⁴/120 − …, this becomes

f = 2t kT (π²a²/6ℓ²)[ 1 − π²a²/(20ℓ²) + … ].

Since 2ta² = kT/β̃, the leading term is the continuum law. Direct diagonalization in the space of step configurations, which makes no use of fermions, tests this at ℓ = 6a. In units of t kT the free energy per step is 0.0681 for two steps and 0.0866 for five. Extrapolated to many steps it is 0.09014, in agreement with the closed formula. The continuum law gives 0.09139, about 1.4% more than the model value, even at this small spacing.

That the first correction is quadratic in a/ℓ is a property of this model. In a second model the steps advance row by row, with kinks of any size n weighted by q^|n|, and their order is checked in each row. For two steps and q = 0.3 the ratio of the free energy to the many-step law is 0.7454 at ring width 400 sites and 0.7477 at 800. The shortfall from 3/4 halves when the width doubles, so here the correction is of first order in 1/ℓ. It has the size expected if the ring were about 1.2 sites wider than it is. The extrapolated ratio is 0.7500, equal to 1 − 1/N² for N = 2. In these two models, then, the kinks enter the leading term through β̃ alone, while the corrections depend on the contact rule and on the distribution of kink sizes.

**Force, surface free energy and frozen neighbours**

At fixed N the total free energy per length is Nf(W/N). For many steps its decrease with W is the force per length on a boundary that confines them (a few steps between hard walls push harder, by the factor (N+1)(2N+1)/(2N²) with ℓ = W/N):

−df/dℓ = (πkT)²/(3β̃ℓ³).

A step inside the array is pushed equally from both sides on average. The law is a collective free energy, not a potential to be summed over pairs.

For step height h the surface is inclined by φ, with tanφ = h/ℓ, and there are 1/ℓ steps per projected width. The repulsion adds to the surface free energy per projected area

f/ℓ = g tan³φ,  g = (πkT)²/(6β̃h³).

The isolated steps contribute β tanφ/h, and at this order there is no quadratic term.

A simpler estimate holds two neighbours straight at a distance 2ℓ and lets one step move between them. Its lowest function is cos(πx/2ℓ), with eigenvalue (D/2)(π/2ℓ)², so the free energy is (πkT)²/(8β̃ℓ²). This is 6/8 = 3/4 of the collective result. The same factor appears for two steps on a ring of width 2ℓ. Their separation diffuses with 2D in a box of width 2ℓ, which gives D(π/2ℓ)² for the pair and half of that for each step.

**A worked example**

Take round model parameters: T = 800 K, β̃ = 200 meV/Å, ℓ = 30 Å and h = 2 Å. Then kT = 68.94 meV and

f = π² × 68.94² / (6 × 200 × 30²) = 0.0434 meV/Å = 0.0696 pN.

This looks small, but it acts along the whole step. A free step wanders by one spacing over ℓ²/D = 900/0.3447 = 2611 Å. Over that length the repulsion costs 0.0434 × 2611 ≈ 113 meV, which is π²/6 ≈ 1.64 times kT, in line with the opening estimate.

At ℓ = 20 Å f rises to 0.0977 meV/Å, and at 60 Å it falls to 0.0109 meV/Å. The force per length at 30 Å is 2f/ℓ = 0.0029 meV/Å². The miscut angle is 3.8°, and g = 4.89 meV/Å². Multiplying g by tan³φ = (1/15)³ gives 0.00145 meV/Å² of projected area, equal to f/ℓ. Frozen neighbours would give 0.0326 meV/Å.

If the kinks are those of the hopping model with a = 3 Å, a free step has 2t = D/a² = 0.0383 kinks per Å, or one every 26 Å. It needs about a hundred kinks to wander by one spacing, as expected for a random walk of ten kink depths. The lattice correction is −0.49% of f, so the continuum law is adequate for this model at this spacing.

**Where the law fails**

The law is the leading term at large ℓ. When ℓ approaches the kink size or the contact range, microscopic corrections matter, and in general they can begin at first order in 1/ℓ. Even when the lowest state dominates, the ends of the sample add a constant to the total free energy, which changes f by an amount that falls as 1/L. In shorter samples higher states enter as well, but for many steps they change f little until L comes down to about ℓ²/D: with periodic ends along y the relative change is −(ℓ²/πDL)² to leading order, about 1% at L = 3ℓ²/D, however large N is. In the example, a sample much shorter than 2611 Å would give most steps no chance to meet.

Temperature enters through β̃ as well as through (kT)². In the hopping model f is proportional to t kT at leading order, so the repulsion disappears when the kinks freeze out, and f does not simply follow T².

Elastic or dipolar forces between steps change H and hence its ground state. On real surfaces they typically fall as 1/ℓ², the same power as f, so they change the leading coefficient at every spacing, and a measured g is not the purely entropic value given here. Their energy cannot in general be added to the f found here as if the steps still had the distribution Ψ². Attractive forces may gather the steps into bunches, and then a uniform mean spacing is no longer the right starting point.

The numerical output below lists the checks of the determinant, the stiffness relation, the gap and the force, together with the values used in the example.

Calculated quantities

```
TESTS (kink model, a = t = kT = 1)
free-step wandering D = 2.000000
stiffness from constrained free energy = 0.50063
determinant propagator, largest relative error = 1.1e-13
spacing 6a, N = 2: free energy per step = 0.068148
spacing 6a, N = 3: free energy per step = 0.080410
spacing 6a, N = 4: free energy per step = 0.084676
spacing 6a, N = 5: free energy per step = 0.086646
spacing 6a, N to infinity, extrapolated = 0.090141
spacing 6a, closed kink-model formula = 0.090141
spacing 6a, continuum law = 0.091385
N = 3, ratio to law at ring width 30a = 0.88564
N = 3, ratio to law at ring width 60a = 0.88808
N = 3, ratio to law, wide-ring limit = 0.88889
N = 3, 1 - 1/N^2 = 0.88889
N = 3, gap over continuum gap, limit = 0.99997
N = 3, force over continuum force, width 60a = 0.99873
row model, kink weight q = 0.3, D = 1.22449 sites^2 per row
row model, N = 2, ratio to law at width 400 = 0.74542
row model, N = 2, ratio to law at width 800 = 0.74771
row model, N = 2, ratio to law, limit = 0.75000
frozen neighbours, ratio to law = 0.75000
WORKED EXAMPLE
temperature = 800 K
stiffness = 200 meV/angstrom
mean spacing = 30 angstrom
step height = 2 angstrom
kink depth a = 3 angstrom
kT = 68.939 meV
kT/stiffness = 0.3447 angstrom
kinks per length of a free step = 0.0383 per angstrom
mean kink distance = 26.1 angstrom
length to wander one spacing = 2611 angstrom
free energy per step length f = 0.04343 meV/angstrom
the same f = 0.06958 pN
f at spacing 20 angstrom = 0.09772 meV/angstrom
f at spacing 60 angstrom = 0.01086 meV/angstrom
force per length = 0.002895 meV/angstrom^2
miscut angle = 3.814 degrees
coefficient g = 4.8860 meV/angstrom^2
f per projected area = 0.001448 meV/angstrom^2
kink-model f = 0.04322 meV/angstrom
relative lattice correction = -0.492 percent
leading term of that correction = -0.493 percent
frozen-neighbour estimate = 0.03257 meV/angstrom
```
